# The Controlling Saddle and Barrier of the Muller-Brown Potential

## Problem

The Muller-Brown potential is a two-dimensional test surface for saddle searches. It is a sum of four terms,

$$V(x,y)=\sum_{k=1}^4 T_k,\qquad T_k=A_k e^{q_k},\qquad q_k=a_ku^2+b_kuw+c_kw^2,$$

with $u=x-x_k$, $w=y-y_k$ and the standard parameters

| $k$ | $A_k$ | $a_k$ | $b_k$ | $c_k$ | $x_k$ | $y_k$ |
|---|---|---|---|---|---|---|
| 1 | −200 | −1 | 0 | −10 | 1 | 0 |
| 2 | −100 | −1 | 0 | −10 | 0 | 0.5 |
| 3 | −170 | −6.5 | 11 | −6.5 | −0.5 | 1.5 |
| 4 | 15 | 0.7 | 0.6 | 0.7 | −1 | 1 |

The potential is dimensionless. Lengths are read here in angstrom and energies in model units, called "units". Three minima matter:

- $A=(-0.5582,\,1.4417)$, with $V=-146.700$ units;
- $B=(0.6235,\,0.0280)$, with $V=-108.167$ units;
- $C=(-0.0500,\,0.4667)$, with $V=-80.768$ units.

(a) Find the barrier that a path from $A$ to $B$ must overcome, and show that no other path does better. (b) A learned potential reproduces $V$ with a small error. How does the barrier change? (c) Let one unit be 0.02 eV and let a particle of mass 16 u move on the surface at 700 K. How often does it leave $A$, and which neglected effects matter?

## A tempting solution

The transition state should lie between the two minima, so a saddle search is started at $(0.2,0.3)$. It converges to

$$S_2=(0.2125,\,0.2930),\qquad V(S_2)=-72.249\ \text{units}.$$

The gradient vanishes there, and the Hessian has eigenvalues $-735.2$ and $510.9$ units/Å². One negative curvature is the mark of a transition state. Both coordinates of $S_2$ also lie between those of $A$ and $B$. The barrier from $A$ would then be

$$-72.249-(-146.700)=74.451\ \text{units}.$$

## Where it fails

The point $S_2$ is a true saddle, but nothing in the argument shows that it connects $A$ to anything. A vanishing gradient and one negative curvature are local properties. Which minima a saddle joins is settled by following the surface downhill from it.

Steepest descent obeys $\dot{\mathbf r}=-\nabla V$, so that $\dot V=\nabla V\cdot\dot{\mathbf r}=-|\nabla V|^2\le0$. Started on the two sides of $S_2$, it ends in $C$ and in $B$. The tempting solution has found the pass for the second half of the journey and subtracted the energy of a minimum that this pass does not touch. The pass out of $A$ is still missing.

## Finding the missing saddle

**Derivatives.** Within one term, let $\mathbf p=\nabla q$ and let $M$ be the matrix of second derivatives of $q$:

$$\mathbf p=\begin{pmatrix}2au+bw\\ bu+2cw\end{pmatrix},\qquad M=\begin{pmatrix}2a&b\\b&2c\end{pmatrix}.$$

The chain rule gives $\nabla T=T\mathbf p$. Differentiating again acts once on $T$ and once on $\mathbf p$, so

$$\mathbf g=\nabla V=\sum_kT_k\mathbf p_k,\qquad H=\sum_kT_k\left(\mathbf p_k\mathbf p_k^{T}+M_k\right).$$

**Making a saddle attractive.** Let $H\mathbf v_i=\lambda_i\mathbf v_i$ with $\lambda_0<\lambda_1$ and orthonormal $\mathbf v_i$. The ordinary force $-\mathbf g$ drives a point away from a saddle along $\mathbf v_0$. Reversing that component gives

$$\mathbf F=-\mathbf g+2\mathbf v_0(\mathbf v_0\cdot\mathbf g).$$

For a small displacement $\delta\mathbf r$ from the saddle, $\delta\mathbf g=H\delta\mathbf r$. The change of $\mathbf v_0$ enters $\delta\mathbf F$ multiplied by $\mathbf g$, which is zero at the saddle, so

$$\delta\mathbf F=-(I-2\mathbf v_0\mathbf v_0^{T})H\,\delta\mathbf r.$$

Along $\mathbf v_0$ the factor is $+\lambda_0=-|\lambda_0|$, and along $\mathbf v_1$ it is $-\lambda_1$. Both are negative, so the saddle attracts nearby points. The same holds at $S_2$: the method finds saddles, but it does not choose the relevant one.

To equalize the rates, each component is divided by the size of its curvature. With $g_i=\mathbf v_i\cdot\mathbf g$ the step is

$$\Delta\mathbf r=\frac{g_0}{|\lambda_0|}\mathbf v_0-\frac{g_1}{|\lambda_1|}\mathbf v_1 .$$

Where $\lambda_0<0<\lambda_1$, the first coefficient equals $-g_0/\lambda_0$ and the second $-g_1/\lambda_1$. The step is then Newton's, $\Delta\mathbf r=-H^{-1}\mathbf g$.

**The first step by hand.** Since $S_2$ lies on the side of $B$, the new search starts on the other side of $C$, at the trial point $(-0.9,0.7)$. There

$$\mathbf g=(59.600,\,-75.947),\qquad H_{xx}=-14.06,\; H_{xy}=562.40,\; H_{yy}=-592.37 .$$

The determinant is

$$D=(-14.06)(-592.37)-562.40^2=8329-316294=-307965 .$$

It is negative, so the eigenvalues have opposite signs and Newton's step applies. The inverse of a symmetric $2\times2$ matrix gives

$$\Delta x=-\frac{H_{yy}g_x-H_{xy}g_y}{D}=-\frac{-35305+42713}{-307965}=0.0241,$$

$$\Delta y=-\frac{-H_{xy}g_x+H_{xx}g_y}{D}=-\frac{-33519+1068}{-307965}=-0.1054 .$$

The new point is $(-0.8759,0.5946)$. Further steps reach

$$S_1=(-0.8220,\,0.6243),\qquad V(S_1)=-40.665\ \text{units},$$

with curvatures $-750.9$ and $490.2$ units/Å². The energy along the search runs $-45.743$, $-40.036$, $-40.665$. It need not be monotonic, because the search climbs in one direction and descends in the other. Over the last three points of the search the gradient falls from 0.52 to $1.3\times10^{-3}$ to $8.5\times10^{-10}$ units/Å. This is Newton behaviour: near the saddle $\mathbf g=H\,\delta\mathbf r+O(|\delta\mathbf r|^2)$, so the step removes the linear error and leaves a quadratic one.

## Proving that this is the barrier

Having found a higher saddle is no proof either, since a lower detour might exist. The barrier is a minimax quantity: for each path take its highest energy, then take the lowest such value over all continuous paths. It is enclosed from above and below.

**From above.** Steepest descent from the two sides of $S_1$ ends in $A$ and in $C$. With the descents from $S_2$ this gives the path

$$A\;-\;S_1\;-\;C\;-\;S_2\;-\;B .$$

Energy falls away from each saddle, so the highest point of the path is the higher saddle, $S_1$. The minimax level is at most $-40.665$ units.

**From below.** Draw the straight line through $S_1$ along its stable mode. Its unit normal is the unstable mode $\mathbf n=(-0.7614,0.6483)$, and the signed distance of a point from the line is $d(\mathbf r)=(\mathbf r-S_1)\cdot\mathbf n$. For $A$,

$$d(A)=0.2638(-0.7614)+0.8174(0.6483)=0.329\ \text{Å}.$$

Likewise $d(B)=-1.487$ Å and $d(C)=-0.690$ Å. Along any continuous path from $A$ to $B$ the function $d$ changes sign, so the path crosses the line. Its maximum cannot be less than the lowest energy on the line.

Near $S_1$ the energy on the line is $V(S_1)+\tfrac12(490.2)t^2+\dots$, with $t$ the distance from $S_1$, so $S_1$ is a local minimum there. Whether it is the lowest point of the whole line needs a search, and the search can be confined. The quadratic forms of the first three terms are never positive: two are $-u^2-10w^2$, and the third has eigenvalues $-6.5\pm5.5$, that is $-1$ and $-12$. Those terms therefore sum to at least $-200-100-170=-470$. The form of the fourth has eigenvalues $0.7\pm0.3$, so it is at least $0.4r^2$, with $r$ the distance from $(-1,1)$. Hence

$$V\ge15e^{0.4r^2}-470>0\quad\text{if}\quad r>\sqrt{\frac{\ln(470/15)}{0.4}}=2.935\ \text{Å}.$$

Low energies occur inside this disk alone. A scan of the line at intervals of 0.0005 Å, reaching beyond the disk on both sides, gives a lowest value of $-40.665$ units, at $S_1$. More than 0.3 Å from $S_1$ the lowest value is about $-28.1$ units. This is a fine numerical scan, not a proof by interval arithmetic, but the function is smooth on a scale far larger than the spacing.

The upper and lower limits coincide, and the barrier is

$$\Delta V=V(S_1)-V(A)=-40.665+146.700=106.035\ \text{units}.$$

A separate test uses no derivatives. On a grid of spacing 0.005 Å, all points below a chosen level are marked, and the level is varied until $A$ and $B$ fall into one connected region. They join at $-40.667$ units, while $C$ and $B$ join at $-72.252$ units. Both values lie slightly below the saddles, as they can when two neighbouring grid points straddle the top of a pass. The same grid covers the whole disk, and its lowest point lies at $A$, which confirms that $A$ is the deepest minimum.

**What happens after the first pass.** From $C$ the way back over $S_1$ costs $-40.665+80.768=40.103$ units, and the way on over $S_2$ costs $-72.249+80.768=8.519$ units. The second pass is a small step from $C$, although it lies 74 units above $A$. The first pass therefore controls the rate whenever the thermal energy is small compared with the difference, 31.584 units. For the reverse journey from $B$ the same saddle is the highest, and the barrier is $-40.665+108.167=67.502$ units.

## Error of a learned potential

Let the learned surface be $V+\eta W$, with $\eta$ small, and let $\mathbf r(\eta)$ be a stationary point of it with energy $E(\eta)$. Differentiating at $\eta=0$,

$$\frac{dE}{d\eta}=W(\mathbf r)+\nabla V\cdot\frac{d\mathbf r}{d\eta}=W(\mathbf r),$$

because $\nabla V=0$ there. The displacement of the point does not matter at first order, and

$$\delta(\Delta V)=\eta\,[W(S_1)-W(A)]+O(\eta^2).$$

A constant error cancels. An error confined to the region of the saddle, where training data may be sparse, has nothing to cancel it at $A$ and enters in full at first order. If such an error is very narrow for its size, the barrier changes by less than the formula says: a path can pass around a bump, and a dip leaves a rim that must still be crossed.

As a test, $A_3$ is made one percent larger in magnitude. The formula predicts a barrier increase of 1.5566 units. Locating both points afresh on the changed surface gives 1.5576 units. The small difference is the second-order effect of the displacement.

The formula follows one saddle. It does not exclude a spurious lower pass elsewhere on the learned surface. If the error is at most $\varepsilon$ everywhere, the highest energy of every path changes by at most $\varepsilon$, and so does the minimax level. The energy of $A$ can move by $\varepsilon$ the other way, so the barrier changes by at most $2\varepsilon$. A small energy error on the training points alone gives no such guarantee.

## Rate of escape

The algebra uses atomic units, $\hbar=m_e=e=1$, with $\beta=1/k_BT$. Assume classical motion, thermal equilibrium in the well of $A$, and no return after crossing the separating line. The rate is the one-way thermal flux through the line divided by the population on the side of $A$. The mean outward velocity, counting inward motion as zero, is

$$\frac{\int_0^\infty v\,e^{-\beta mv^2/2}dv}{\int_{-\infty}^\infty e^{-\beta mv^2/2}dv}=\frac{1/(\beta m)}{\sqrt{2\pi/(\beta m)}}=\sqrt{\frac{k_BT}{2\pi m}},$$

so that

$$k=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{\int_{\rm line}e^{-\beta V}ds}{\int_{A\ \rm side}e^{-\beta V}dx\,dy}.$$

With quadratic expansions, curvature $\kappa_s$ along the line and $\kappa_1,\kappa_2$ in the well, the integrals are $e^{-\beta V(S_1)}\sqrt{2\pi k_BT/\kappa_s}$ and $e^{-\beta V(A)}\,2\pi k_BT/\sqrt{\kappa_1\kappa_2}$. The temperature cancels from the prefactor. With $\omega=\sqrt{\kappa/m}$,

$$k=\frac{1}{2\pi}\sqrt{\frac{\kappa_1\kappa_2}{m\kappa_s}}\,e^{-\beta\Delta V}=\frac{\omega_1\omega_2}{2\pi\omega_s}\,e^{-\beta\Delta V}.$$

On the chosen scale $\Delta V=106.035\times0.02=2.121$ eV. The vibrational quanta are 0.0463 and 0.1458 eV at $A$, and 0.0506 eV for the stable mode at $S_1$. Hence $\omega_1\omega_2/\omega_s$ corresponds to 0.133 eV, and the prefactor is $3.23\times10^{13}$ s⁻¹. With $k_BT=0.0603$ eV the exponential is $5.39\times10^{-16}$, and

$$k=1.7\times10^{-2}\ \text{s}^{-1},$$

about one escape per minute. The tempting barrier is too low by $31.584\times0.02=0.632$ eV. At this temperature, with the prefactor held fixed, it would make the rate too large by $e^{0.632/0.0603}\approx3.5\times10^4$.

**Anharmonicity.** Evaluating the two classical integrals numerically on the full surface multiplies the harmonic rate by 1.04.

**Quantized vibration.** An oscillator has the quantum partition function $\sum_n e^{-\beta\omega(n+1/2)}=1/[2\sinh(\beta\omega/2)]$ and the classical one $1/(\beta\omega)$. Their ratio is $f(\omega)=(\beta\omega/2)/\sinh(\beta\omega/2)$. With harmonic levels the rate is multiplied by $f(\omega_s)/[f(\omega_1)f(\omega_2)]=1.26$; the anharmonicity of the levels lowers this by about 0.01. The zero-point shift of the barrier is $\tfrac12(0.0506-0.0463-0.1458)=-0.071$ eV, which alone would give a factor $e^{0.071/0.0603}\approx3.2$. That would be a poor estimate, since it leaves out the thermal populations of the excited levels and the classical prefactor already in $k$.

**Tunnelling.** Near the top, take the barrier as an inverted parabola with $\omega_b=\sqrt{|\lambda_0|/m}$. Its Hamiltonian is $h=(p^2-m^2\omega_b^2x^2)/2m$. Define $Q,P=(p\pm m\omega_bx)/\sqrt{2m\omega_b}$. Then $[Q,P]=i$ and $h=\omega_b(QP+PQ)/2$. A particle arriving from the left has $P>0$, and one leaving to the right or left has $Q>0$ or $Q<0$. With $\epsilon=E/\omega_b$, the state arriving from the left is $P^{-1/2-i\epsilon}$ for $P>0$ and zero otherwise. Its Fourier transform is proportional to $(-iQ)^{-1/2+i\epsilon}$, whose squared modulus at equal $|Q|$ is larger for $Q>0$ than for $Q<0$ by $e^{2\pi\epsilon}$. The transmission probability is therefore $1/(1+e^{-2\pi E/\omega_b})$. Averaging it thermally, relative to classical crossing, with $s=\beta\omega_b/2\pi$ and $z=e^{-2\pi E/\omega_b}$,

$$\beta\int_{-\infty}^{\infty}\frac{e^{-\beta E}dE}{1+e^{-2\pi E/\omega_b}}=s\int_0^\infty\frac{z^{s-1}}{1+z}dz=\frac{\pi s}{\sin\pi s}.$$

With $\omega_b$ equal to 0.0626 eV this is 1.05. The integral diverges at $s=1$, here at 116 K. Near and below that temperature the parabola no longer suffices.

**Barrier error.** An error of 0.05 eV changes the rate by a factor 2.3, more than any of the three corrections above.

**Return over the pass.** The flux counts every outward crossing as an escape, so the flux expression with its full integrals is an upper limit to the classical rate. This limit is 1.04 times the harmonic value. A particle alone on this surface keeps its energy, and after crossing at $S_1$ it still has enough to come back. The assumption of no return therefore needs surroundings that take up energy before the particle returns. They are not part of the model, and the resulting reduction of $k$ is not calculated here.

## Relation to a real hop

The energy scale, mass and temperature were chosen to resemble the hop of an interstitial oxygen atom in germanium, whose barrier is roughly 2 eV. The surface itself is not a potential for that system. Its distance from $A$ to $C$ is 1.1 Å, shorter than the roughly 2 Å between neighbouring bond centres in germanium, and its stiff quantum of 0.146 eV is above the roughly 0.1 eV of the oxygen stretch. The real hop also joins equivalent sites of equal energy, whereas here $C$ lies 1.32 eV and $B$ lies 0.77 eV above $A$; in the crystal a return from the new site faces the same barrier as any other hop. The assumption that a crystal breaks most plainly is that two coordinates suffice: the neighbouring atoms move during the hop, and they can also cause recrossing. This model cannot give the size of either effect. It does give the sensitivity: at 700 K each 0.1 eV by which lattice relaxation changes the barrier changes the rate by a factor of about 5. The numerical output below lists the stationary points, the search and the rate factors.

## Table of computed values

```
Lengths in angstrom; 'unit' = model energy unit
A: x=-0.5582 y=1.4417 angstrom, V=-146.700 unit, curvatures 410.5, 4068.2 unit/angstrom^2
B: x=0.6235 y=0.0280 angstrom, V=-108.167 unit, curvatures 543.8, 3005.4 unit/angstrom^2
C: x=-0.0500 y=0.4667 angstrom, V=-80.768 unit, curvatures 221.0, 1479.2 unit/angstrom^2
S1: x=-0.8220 y=0.6243 angstrom, V=-40.665 unit, curvatures -750.9, 490.2 unit/angstrom^2
S2: x=0.2125 y=0.2930 angstrom, V=-72.249 unit, curvatures -735.2, 510.9 unit/angstrom^2
start gradient: 59.600, -75.947 unit/angstrom
start Hessian xx, xy, yy: -14.06, 562.40, -592.37 unit/angstrom^2
search 0: x=-0.90000 y=0.70000 angstrom, V=-45.7430 unit, |g|=9.7e+01 unit/angstrom, lowest curvature -935.6
search 1: x=-0.87595 y=0.59463 angstrom, V=-40.0357 unit, |g|=3.2e+01 unit/angstrom, lowest curvature -626.0
search 2: x=-0.82128 y=0.62508 angstrom, V=-40.6646 unit, |g|=5.2e-01 unit/angstrom, lowest curvature -754.6
search 3: x=-0.82200 y=0.62431 angstrom, V=-40.6648 unit, |g|=1.3e-03 unit/angstrom, lowest curvature -750.9
search 4: x=-0.82200 y=0.62431 angstrom, V=-40.6648 unit, |g|=8.5e-10 unit/angstrom, lowest curvature -750.9
reversed-force Jacobian eigenvalues: -750.9, -490.2 unit/angstrom^2
radius of disk holding all V<0: 2.935 angstrom
unstable mode at S1: -0.7614, 0.6483 (no unit)
stable mode at S1: -0.6483, -0.7614 (no unit)
signed distance from line, A B C: 0.329, -1.487, -0.690 angstrom
lowest V on separating line: -40.665 unit
lowest V on line beyond 0.3 angstrom from S1: -28.082 unit
flood level joining A and B: -40.667 unit
flood level joining C and B: -72.252 unit
barrier from A: 106.035 unit
barrier change, third amplitude +1%: first order 1.5566, relocated 1.5576 unit
chosen energy scale: 0.02 eV per unit
chosen mass: 16.0 u; temperature: 700.0 K
barrier: 2.1207 eV
thermal energy: 0.06032 eV
hbar omega at A: 0.0463, 0.1458 eV
hbar omega at S1, stable and unstable: 0.0506, 0.0626 eV
harmonic prefactor: 3.226e+13 1/s
Boltzmann factor: 5.391e-16 (no unit)
harmonic classical rate: 1.739e-02 1/s
anharmonic rate factor: 1.0365 (no unit)
zero-point barrier shift: -0.0708 eV
quantum vibration rate factor: 1.2559 (no unit)
parabolic tunnelling rate factor: 1.0464 (no unit)
tunnelling crossover temperature: 115.7 K
rate factor for 0.05 eV barrier error: 2.291 (no unit)
```
